# Density kernel and Chebyshev recursion in a nonorthogonal basis

For a chain of ten hydrogen atoms in the 6-31G basis, let $H$ be the converged restricted Hartree–Fock (RHF) Fock matrix and $S$ the overlap matrix. The product $A=S^{-1}H$ is far from symmetric: some element differs from its transposed partner by 2.6 hartree. Yet an eigenvalue solver for general matrices finds no imaginary parts, and the eigenvalues run from $-0.757$ to $1.914$ hartree. Symmetrizing the matrix does not repair a defect but destroys the spectrum, for the eigenvalues of $(A+A^T)/2$ run from $-3.02$ to $5.74$ hartree. Why is the spectrum of the nonsymmetric matrix real, and may a polynomial method built for real spectra be applied to it?

## Setting

Let $\phi_1,\dots,\phi_n$ be linearly independent functions with span $V$, and let $\hat h$ be a self-adjoint one-particle operator, here the fixed Fock operator. Define
$$S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle,\qquad H_{\mu\nu}=\langle\phi_\mu|\hat h|\phi_\nu\rangle .$$
Both matrices are Hermitian. For a column $v\neq0$, $v^\dagger Sv$ is the squared norm of the function $\sum_\mu\phi_\mu v_\mu$, which is positive by linear independence. Thus $S$ is positive definite and has an inverse.

Let $\hat P$ project orthogonally on $V$, and let $\hat h_V$ be $\hat P\hat h$ acting on $V$. The occupation of a spin orbital of energy $x$ is
$$f(x)=\frac{1}{e^{(x-\mu)/kT}+1},$$
where $\mu$ without the role of an index is the chemical potential. The density operator $\hat\rho$ per spin equals $f(\hat h_V)$ on $V$ and zero on the orthogonal complement of $V$. Its kernel $K$ is defined by
$$\hat\rho=\sum_{\mu\nu}|\phi_\mu\rangle K_{\mu\nu}\langle\phi_\nu| .$$
The result to be derived is
$$K=f(S^{-1}H)\,S^{-1},$$
together with the real spectrum of $A$ and a Chebyshev expansion of $K$.

## First derivation: an operator in a skew basis

**The meaning of $A$.** Since $\hat h_V\phi_\nu$ lies in $V$, it can be written as $\sum_\mu\phi_\mu B_{\mu\nu}$. Take the inner product with $\phi_\lambda$. On the left, $\hat P\phi_\lambda=\phi_\lambda$ gives $H_{\lambda\nu}$; on the right stands $(SB)_{\lambda\nu}$. Hence $B=S^{-1}H=A$: the matrix $A$ represents a self-adjoint operator, but in a basis that is not orthonormal.

**Real eigenvalues.** The inner product of two functions, written in their coefficients, is $(u,v)_S=u^\dagger Sv$. From $SA=H$ and $A^\dagger S=HS^{-1}S=H$,
$$(u,Av)_S=u^\dagger Hv=(Au,v)_S .$$
So $A$ is self-adjoint in this inner product. If $Av=\lambda v$ with $v\ne0$, setting $u=v$ gives $\lambda(v,v)_S=\lambda^*(v,v)_S$. Because $(v,v)_S>0$, $\lambda$ is real.

**A complete set of eigenvectors.** If $(v,u)_S=0$ for this eigenvector $v$, then $(v,Au)_S=(Av,u)_S=\lambda(v,u)_S=0$. The complement of $v$ is therefore mapped into itself, and $A$ is self-adjoint there too. It has an eigenvector in that complement, and repeating the argument yields $n$ eigenvectors. Normalized and collected as columns of $C$, they obey
$$AC=C\varepsilon,\qquad C^\dagger SC=1,\qquad C^{-1}=C^\dagger S,$$
with $\varepsilon$ real and diagonal.

**The kernel.** If two operators on $V$ are represented by matrices, their product is represented by the matrix product. Hence $p(\hat h_V)$ has the matrix $p(A)$ for every polynomial $p$. Choose $p$ equal to $f$ at the finitely many eigenvalues. Then $f(\hat h_V)=p(\hat h_V)$, with matrix
$$f(A)=p(A)=C f(\varepsilon)C^{-1}.$$
Applied to $\phi_\nu$, the definition of $K$ gives
$$\hat\rho\,\phi_\nu=\sum_{\mu\lambda}\phi_\mu K_{\mu\lambda}S_{\lambda\nu}=\sum_\mu\phi_\mu(KS)_{\mu\nu}.$$
Linear independence lets us equate coefficients, so $KS=f(A)$ and
$$K=f(A)S^{-1}=Cf(\varepsilon)C^\dagger SS^{-1}=Cf(\varepsilon)C^\dagger .$$
The kernel is Hermitian although $f(A)$ in general is not. The factor $S^{-1}$ compensates the overlap produced when the bra $\langle\phi_\nu|$ meets a basis function.

With two spins, the electron number is $N=2\,\mathrm{Tr}f(A)=2\,\mathrm{Tr}(KS)$. The band energy, the occupied sum of one-particle energies, is
$$E_{\rm band}=2\,\mathrm{Tr}[f(A)A]=2\,\mathrm{Tr}(KSS^{-1}H)=2\,\mathrm{Tr}(KH).$$

**The recursion.** Choose a real interval $[b-a,b+a]$ containing the spectrum and set $X=(A-b)/a$, whose eigenvalues lie in $[-1,1]$. With $x=\cos\theta$ and $T_k(x)=\cos k\theta$, the identity $\cos(k+1)\theta+\cos(k-1)\theta=2\cos\theta\cos k\theta$ becomes
$$T_{k+1}(x)=2xT_k(x)-T_{k-1}(x),\qquad T_0=1,\quad T_1=x .$$
This is an identity between polynomials in one variable. It holds for any square matrix, because powers of one matrix commute; symmetry is not used. Multiplication by $S^{-1}$ from the right gives, for $G_k=T_k(X)S^{-1}$,
$$G_0=S^{-1},\quad G_1=XS^{-1},\quad G_{k+1}=2XG_k-G_{k-1}.$$
Each $G_k=C\,T_k[(\varepsilon-b)/a]\,C^\dagger$ is Hermitian.

The function $f(b+a\cos\theta)$ is smooth, even and periodic in $\theta$ for $kT>0$, so its cosine series converges absolutely. Therefore
$$f(A)=\sum_{k=0}^\infty c_kT_k(X),\qquad K=\sum_{k=0}^\infty c_kG_k,$$
$$c_k=\frac{2-\delta_{k0}}{\pi}\int_0^\pi f(b+a\cos\theta)\cos k\theta\,d\theta .$$

**A case for hand calculation.** Take, with energies in hartree,
$$S=\begin{pmatrix}1&\tfrac12\\ \tfrac12&1\end{pmatrix},\quad H=\begin{pmatrix}-1&-1\\-1&0\end{pmatrix},\quad S^{-1}=\begin{pmatrix}\tfrac43&-\tfrac23\\-\tfrac23&\tfrac43\end{pmatrix}.$$
Multiplication gives
$$A=\begin{pmatrix}-\tfrac23&-\tfrac43\\-\tfrac23&\tfrac23\end{pmatrix},\qquad AS^{-1}=\begin{pmatrix}0&-\tfrac43\\-\tfrac43&\tfrac43\end{pmatrix}.$$
The trace of $A$ is zero and its determinant is $-\tfrac49-\tfrac89=-\tfrac43$, so the eigenvalues are $\pm\ell$ with $\ell=2/\sqrt3=1.1547$. For $\mu=0$ and $kT=0.5$, the occupations are $f(-\ell)=0.90965$ and $f(\ell)=0.09035$. The straight line through these two values is
$$p(x)=\tfrac12-qx,\qquad q=\frac{0.90965-0.09035}{2\times1.1547}=0.35477 .$$
Hence $K=\tfrac12S^{-1}-qAS^{-1}$, or
$$K_{11}=0.6667,\quad K_{12}=-\tfrac13+\tfrac43q=0.1397,\quad K_{22}=\tfrac23-\tfrac43q=0.1936 .$$
The kernel is symmetric, and $\mathrm{Tr}(KS)=K_{11}+K_{12}+K_{22}=1.000$: one electron per spin.

## Second derivation: symmetric orthogonalization

**The similarity.** A positive definite $S$ has a positive definite Hermitian square root $S^{1/2}$. The functions $\chi_i=\sum_\mu\phi_\mu(S^{-1/2})_{\mu i}$ are orthonormal, since their overlap matrix is $S^{-1/2}SS^{-1/2}=1$. In this basis the Hamiltonian matrix is
$$\tilde H=S^{-1/2}HS^{-1/2},$$
which is Hermitian. Moreover,
$$S^{-1/2}\tilde HS^{1/2}=S^{-1}HS^{-1/2}S^{1/2}=A .$$
Thus $A$ is similar to a Hermitian matrix, so it is diagonalizable with the same real eigenvalues.

**The kernel.** In an orthonormal basis the density matrix is $f(\tilde H)$. Inserting the definition of $\chi_i$ into $\hat\rho=\sum_{ij}|\chi_i\rangle f(\tilde H)_{ij}\langle\chi_j|$ gives
$$K=S^{-1/2}f(\tilde H)S^{-1/2}.$$
In a power of $A$ the inner factors $S^{1/2}S^{-1/2}$ cancel, so $p(A)=S^{-1/2}p(\tilde H)S^{1/2}$ for a polynomial, and likewise for $f$. Writing $S^{-1/2}=S^{1/2}S^{-1}$ for the last factor of $K$,
$$K=S^{-1/2}f(\tilde H)S^{1/2}\,S^{-1}=f(A)S^{-1}.$$

**Bounded polynomials.** Let $\tilde X=(\tilde H-b)/a$, and let $\|\cdot\|_2$ be the largest singular value. Since $\tilde X$ is Hermitian with eigenvalues in $[-1,1]$, $\|T_k(\tilde X)\|_2\le1$. The similarity then gives
$$\|T_k(X)\|_2\le\|S^{-1/2}\|_2\,\|S^{1/2}\|_2=\sqrt{s_{\max}/s_{\min}},$$
where $s_{\min}$ and $s_{\max}$ are the extreme eigenvalues of $S$. The bound does not grow with $k$. This, more than the real spectrum by itself, keeps the recursion under control. The bound holds in exact arithmetic, and its constant grows as the basis approaches linear dependence. For the chain below in the aug-cc-pVDZ basis, with $s_{\max}/s_{\min}\approx5\times10^9$, the norms reach about $10^4$.

**Truncation error.** Let $p_n=\sum_{k\le n}c_kT_k$ be the truncated series ($n$ is now the order), $K_n$ the corresponding kernel, and $\delta_n=\sum_{k>n}|c_k|$. On the interval $|T_k|\le1$, so $|f-p_n|\le\delta_n$ and
$$\|K-K_n\|_2=\|S^{-1/2}[f(\tilde H)-p_n(\tilde X)]S^{-1/2}\|_2\le\frac{\delta_n}{s_{\min}} .$$
The electron number has no such amplification: its error is twice the sum of $f-p_n$ over the eigenvalues, hence at most $2\delta_n$ times the number of basis functions.

## The hydrogen chain

The atoms are 1.8 bohr apart, with 20 basis functions. The Fock matrix from the zero-temperature RHF calculation is held fixed and its levels are occupied at $kT=0.05$ hartree; it is not made consistent with these occupations. The RHF solution is not the lowest Hartree–Fock state here, since a spin-broken solution lies 0.0036 hartree lower; it serves only to supply a realistic Hermitian matrix.

An interval can be found without eigenvalues. Let $Av=\lambda v$ and let $v_\mu$ be the component of largest modulus. Row $\mu$ reads $(\lambda-A_{\mu\mu})v_\mu=\sum_{\nu\ne\mu}A_{\mu\nu}v_\nu$. Division by $v_\mu$ gives Gershgorin's bound
$$|\lambda-A_{\mu\mu}|\le\sum_{\nu\neq\mu}|A_{\mu\nu}| .$$
No symmetry is needed, and because $\lambda$ is real the discs give a real interval. Here it is $[-12.20,13.36]$ hartree, with half-width $a=12.78$ hartree. This is safe but wide: the half-width of the true spectrum is 1.335 hartree.

The smallest overlap eigenvalue is 0.001422 and the condition number $s_{\max}/s_{\min}$ is 3029. The bound on $\|T_k(X)\|_2$ is therefore $\sqrt{3029}=55.0$; the largest norm up to order 2042 is 16.4.

The traces $\mathrm{Tr}\,T_k(X)$ do not depend on the chemical potential. Once stored, they give
$$N(\mu)=2\sum_kc_k(\mu)\,\mathrm{Tr}\,T_k(X)$$
for any trial $\mu$ without new matrix products. The condition $N=10$ yields $\mu=-0.1415$ hartree ($-3.851$ eV), in agreement with generalized diagonalization. The highest level filled at zero temperature, at $-0.3307$ hartree, has occupation 0.978; the next, at $0.0468$ hartree, has 0.023. The band energy is $-5.7371$ hartree ($-156.11$ eV). These digits belong to the 6-31G basis and are not converged with respect to it. In cc-pVDZ, aug-cc-pVDZ and cc-pVTZ the highest filled level moves by about 0.001 hartree or less. In the same three bases the next level lies at 0.043, 0.026 and 0.038 hartree, $\mu$ at $-0.143$, $-0.181$ and $-0.148$ hartree, the band energy at $-5.70$, $-5.69$ and $-5.72$ hartree, and the top of the spectrum at 5.6, 5.7 and 8.3 hartree. If $f(A)$ itself were used as the kernel, the electron number would come out as $2\,\mathrm{Tr}[f(A)S]=28.3$ instead of 10.

The absolute kernel errors in the 2-norm, measured against $Cf(\varepsilon)C^\dagger$, are:

| $\delta_n$ at most | Order $n$ | Error | Bound |
|---|---:|---:|---:|
| $10^{-2}$ | 356 | $2.7\times10^{-1}$ | $7.0$ |
| $10^{-4}$ | 731 | $2.0\times10^{-3}$ | $7.0\times10^{-2}$ |
| $10^{-6}$ | 1105 | $4.9\times10^{-6}$ | $6.9\times10^{-4}$ |
| $10^{-8}$ | 1480 | $3.1\times10^{-7}$ | $6.9\times10^{-6}$ |

The factor between $\delta_n$ and the bound is $1/0.001422\approx703$. The actual errors are smaller than the bounds, but in every row they exceed $\delta_n$: an accurate scalar polynomial does not guarantee an equally accurate kernel matrix when the basis is nearly dependent.

On the exact spectral interval, order 132 suffices for $\delta_n\le10^{-8}$, against 1480 on the Gershgorin interval. In the scaled variable the Fermi step has width of order $kT/a$, so the wide interval asks the polynomial to resolve a step $12.78/1.335=9.6$ times narrower. The order rises by a factor of 11 here; no general scaling law is inferred from this pair.

An interval that is too wide costs order but keeps the bounds; one that is too short loses them. For $x>1$, $T_k(x)=\cosh(k\,\mathrm{arccosh}\,x)$. Shortening the exact interval by 2 percent at its upper end puts the highest scaled eigenvalue at 1.0408. Then $T_{100}$ has an eigenvalue of $1.16\times10^{12}$, and the norm of the matrix is $9.3\times10^{12}$. The estimate by $\delta_n$ no longer applies, and the series can converge at such an eigenvalue only if the coefficients $c_k$ decay faster than $T_k$ grows there.

The program asserts the bounds on $\|T_k(X)\|_2$ and on the kernel error, the enclosure of the spectrum by the Gershgorin interval, the agreement of $\mu$ and the band energy with diagonalization, the lower order on the exact interval, and the $\cosh$ growth; the remaining comparisons are read from its output. It also checks $K$ against the operator definition for complex vectors in a larger space, which tests the placement of the adjoints.

## What each derivation assumes

Both derivations require a Hermitian $H$ and a positive definite $S$. They use positivity at different places. The first needs $(v,v)_S>0$ to cancel the norm in $\lambda(v,v)_S=\lambda^*(v,v)_S$. It needs the same condition again to split off the complement of $v$ and to normalize the eigenvectors. The second needs positivity for a Hermitian square root. For
$$S=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad H=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad S^{-1}H=\begin{pmatrix}0&1\\-1&0\end{pmatrix},$$
the eigenvalues are $\pm i$. The eigenvector $(1,i)^T$ has $v^\dagger Sv=1-1=0$, so the cancellation fails. An overlap matrix of independent functions cannot be indefinite, but one spoiled by numerical errors can be.

The first derivation uses the functions and the operator they represent, and needs no matrix square root. Its natural measure of error is the norm in function space. If $v=C\alpha$, then $(v,v)_S=\alpha^\dagger\alpha$, so replacing $f$ by $p_n$ changes $\hat\rho$ by at most $\delta_n$ in operator norm, whatever the overlap. The second derivation compares coefficient matrices in the Euclidean norm, and there $1/s_{\min}$ appears. The two statements agree: nearly dependent functions allow large changes of coefficients that hardly change the function they describe. The square roots serve the proof; the recursion itself does not need them.

Neither argument could start from a real spectrum alone. The matrix
$$J=\begin{pmatrix}1&1\\0&1\end{pmatrix}$$
has the real eigenvalue 1 but a single independent eigenvector. The diagonal elements of $T_k(J)$ are 1, and the recursion for the upper right element $t_k$ is $t_{k+1}=2t_k+2-t_{k-1}$, with $t_0=0$ and $t_1=1$. Its solution is $t_k=k^2$, because $(k+1)^2+(k-1)^2=2k^2+2$; at $k=50$ the element is 2500. The recursion remains a correct identity, and a series with sufficiently fast decaying $c_k$ still converges, but the uniform bound and the error estimate based on values of $f$ are lost. Self-adjointness in the $S$ inner product excludes this case, provided $S$ is positive definite. With the indefinite $S=\begin{pmatrix}0&1\\1&0\end{pmatrix}$ and the symmetric $H=\begin{pmatrix}0&1\\1&1\end{pmatrix}$, the product $S^{-1}H$ is $J$ itself, and its eigenvector $(1,0)^T$ has $v^\dagger Sv=0$.

The requirements on $f$ also differ between the two parts of the result. The formula for $K$ uses $f$ at the eigenvalues alone, so it survives the limit $kT\to0$ with $\mu$ in a gap. There $f^2=f$ on the spectrum, and
$$KSK=f(A)S^{-1}S\,f(A)S^{-1}=f(A)^2S^{-1}=K .$$
The bound $\delta_n$ controls $f-p_n$ on the whole interval, and it cannot tend to zero for the discontinuous step, because a uniform limit of polynomials is continuous. In the other limit, $S\to1$, $A$ becomes $H$, $K$ becomes $f(H)$, and the two derivations coincide.

## Computed values

```
Complex test: largest error of density operator = 2.0e-16
Model kT = 0.50 hartree, mu = 0 hartree
Model A, row 1 (hartree): -0.666667 -1.333333
Model A, row 2 (hartree): -0.666667 0.666667
Model eigenvalues (hartree): -1.154701 1.154701
Model occupations per spin orbital: 0.909653 0.090347
Model kernel K11, K12, K22: 0.666667 0.139693 0.193641
Model trace of K S = 1.000000
Indefinite S: imaginary parts of eigenvalues = -1.000, 1.000
Jordan block: off-diagonal element of T_50 = 2500.0
Chain: 10 H atoms, spacing 1.80 bohr, 20 basis functions
RHF total energy = -5.371821 hartree
kT = 0.050 hartree = 15789 K
Overlap eigenvalues: smallest 0.001422, largest 4.306330
Condition number of S = 3029.272
Largest element of |A - A^T| = 2.5957 hartree
Largest imaginary part of eigenvalues of A = 0.0e+00 hartree
Spectrum of A: -0.756630 to 1.914317 hartree
Spectrum of (A + A^T)/2: -3.022883 to 5.741844 hartree
Highest filled level = -0.330673 hartree
Lowest empty level = 0.046760 hartree
Gershgorin interval: -12.197788 to 13.358972 hartree
Half-width a = 12.778380 hartree, centre b = 0.580592 hartree
Highest order stored = 2042
Largest 2-norm of T_k(X) = 16.3528, bound = 55.0388
Largest asymmetry of any G_k = 2.0e-12
Chemical potential from traces = -0.14151449 hartree = -3.8508 eV
Chemical potential from diagonalization = -0.14151449 hartree
Tail target 1e-02: order 356, kernel error 2.70e-01, bound 7.00e+00
Tail target 1e-04: order 731, kernel error 1.96e-03, bound 7.02e-02
Tail target 1e-06: order 1105, kernel error 4.87e-06, bound 6.92e-04
Tail target 1e-08: order 1480, kernel error 3.12e-07, bound 6.94e-06
Occupation of highest filled level = 0.977756
Occupation of lowest empty level = 0.022632
Electron number 2 Tr(K S) = 10.00000000
Electron number if f(A) is taken as kernel = 28.290988
Band energy, Chebyshev = -5.73706687 hartree = -156.1135 eV
Band energy, diagonalization = -5.73706687 hartree
Exact interval: half-width 1.335473 hartree
Exact interval, tail target 1e-08: order 132, kernel error 3.77e-07
Interval 2 percent too short: highest scaled eigenvalue = 1.040816
Interval 2 percent too short: cosh law 1.163e+12, 2-norm of T_100 9.270e+12
```
